# Second-order pseudo orbitals and augmented density with a perturbation-dependent overlap, part 1

(Sections cited here and not found follow in the second part.)

## The second-order orbitals

**Q.** Second-order perturbation theory for orbitals is familiar. Why should ultrasoft pseudopotentials or PAW need a separate derivation?

**A.** Because the metric moves. The pseudo orbitals are orthonormal with respect to an overlap operator

$$S=1+\sum_{ab}q_{ab}|\beta_a\rangle\langle\beta_b| ,$$

where the projectors $\beta_a$ sit on the atoms and $q_{ab}$ are fixed augmentation charges. If the perturbation displaces an atom, its projectors travel with it and $S$ changes. In general the orbitals must then change to stay orthonormal, even before the Hamiltonian has acted on them.

Let $\lambda$ be the real, static strength of the perturbation. I expand every quantity in Taylor coefficients,

$$X(\lambda)=X_0+\lambda X_1+\lambda^2X_2+\dots,$$

so $X_2$ is half the second derivative. With this convention no binomial factors appear in products.

**Q.** Which equation do you expand? The usual one has a single eigenvalue per orbital.

**A.** I use a more flexible form. Place the $N$ occupied orbitals side by side as columns of $\Psi=(\psi_1,\dots,\psi_N)$. The conditions are

$$H\Psi=S\Psi\Lambda,\qquad \Psi^\dagger S\Psi=1. \tag{1}$$

Multiplying the first by $\Psi^\dagger$ and using the second gives $\Lambda=\Psi^\dagger H\Psi$, which is Hermitian. A unitary rotation of the columns that diagonalizes $\Lambda$ leads back to ordinary eigenstates, so (1) describes the same occupied space. It merely leaves open which basis of that space is followed as $\lambda$ changes.

I assume that all occupied orbitals have the same fixed occupation $f$, and that a gap separates them from the empty ones. At $\lambda=0$ I choose eigenstates, so $\Lambda_0=\varepsilon$ is the diagonal matrix of orbital energies:

$$H_0\Psi_0=S_0\Psi_0\varepsilon,\qquad \Psi_0^\dagger H_0=\varepsilon\Psi_0^\dagger S_0. \tag{2}$$

The second relation is the adjoint of the first.

**Q.** Begin with first order, then. What does normalization tell you?

**A.** Define three $N\times N$ matrices,

$$s_1=\Psi_0^\dagger S_1\Psi_0,\qquad h_1=\Psi_0^\dagger H_1\Psi_0,\qquad a=\Psi_0^\dagger S_0\Psi_1 .$$

The coefficient of $\lambda$ in $\Psi^\dagger S\Psi=1$ is

$$a+a^\dagger+s_1=0. \tag{3}$$

This fixes the Hermitian part of $a$ as $-s_1/2$. It says nothing about the anti-Hermitian part, which I set to zero. Hence

$$\Psi_1=-\tfrac12\Psi_0s_1+\Phi_1,\qquad \Psi_0^\dagger S_0\Phi_1=0, \tag{4}$$

where $\Phi_1$ is the unoccupied part.

**Q.** Setting something to zero because it is undetermined makes me uneasy. Could the density depend on it?

**A.** Replace $\Psi(\lambda)$ by $\Psi(\lambda)U(\lambda)$, with $U$ unitary and $U(0)=1$. The density is built from $f\Psi\Psi^\dagger$, and

$$f\,\Psi U(\Psi U)^\dagger=f\,\Psi UU^\dagger\Psi^\dagger=f\,\Psi\Psi^\dagger .$$

This holds at each $\lambda$, so each Taylor coefficient of the density is unaffected. To see that $U$ carries the undetermined part, write $U=1+\lambda X_1+\dots$. Unitarity at first order requires $X_1+X_1^\dagger=0$, and the rotation changes $a$ into $a+X_1$. The anti-Hermitian part of $a$ is therefore a choice of basis, or gauge.

The argument uses equal occupations. With a matrix of unequal occupations $F$ in place of $f$, one would need $UFU^\dagger=F$, which a general $U$ violates.

**Q.** Now find $\Phi_1$.

**A.** The coefficient of $\lambda$ in $H\Psi=S\Psi\Lambda$ is

$$H_0\Psi_1+H_1\Psi_0=S_0\Psi_1\varepsilon+S_1\Psi_0\varepsilon+S_0\Psi_0\Lambda_1. \tag{5}$$

To remove the unknown $\Lambda_1$, I use the projector onto the unoccupied space and its adjoint,

$$P=1-\Psi_0\Psi_0^\dagger S_0,\qquad P^\dagger=1-S_0\Psi_0\Psi_0^\dagger .$$

Since $\Psi_0^\dagger S_0\Psi_0=1$, we have $P\Psi_0=0$ and $P^\dagger S_0\Psi_0=0$. The two operators differ unless $S_0$ commutes with $\Psi_0\Psi_0^\dagger$, so the side on which each one acts matters. They obey

$$P^\dagger S_0=S_0-S_0\Psi_0\Psi_0^\dagger S_0=S_0P,$$

$$P^\dagger H_0=H_0-S_0\Psi_0\varepsilon\Psi_0^\dagger S_0=H_0P. \tag{6}$$

In the second line (2) was used twice: once to replace $\Psi_0^\dagger H_0$, and once to recognize $S_0\Psi_0\varepsilon$ as $H_0\Psi_0$.

Apply $P^\dagger$ to (5). The $\Lambda_1$ term vanishes, and $P\Psi_1=\Phi_1$. Column $i$ reads

$$(H_0-\varepsilon_iS_0)\phi_{1i}=-P^\dagger(H_1-\varepsilon_iS_1)\psi_{0i}. \tag{7}$$

**Q.** You have thrown $\Lambda_1$ away. Will it return?

**A.** It will, at second order, so it must be determined now. Multiply (5) from the left by $\Psi_0^\dagger$. By (2) its first term becomes $\varepsilon a$, and therefore

$$\varepsilon a+h_1=a\varepsilon+s_1\varepsilon+\Lambda_1 .$$

Solving for $\Lambda_1$,

$$\Lambda_1=h_1-s_1\varepsilon+\varepsilon a-a\varepsilon. \tag{8}$$

Insert $a=-s_1/2$. The two terms with $\varepsilon$ on the right combine as $-s_1\varepsilon+\tfrac12s_1\varepsilon=-\tfrac12s_1\varepsilon$, so

$$\Lambda_1=h_1-\tfrac12(\varepsilon s_1+s_1\varepsilon),\qquad (\Lambda_1)_{ji}=(h_1)_{ji}-\tfrac12(\varepsilon_j+\varepsilon_i)(s_1)_{ji}. \tag{9}$$

This is Hermitian, as it must be.

**Q.** Why not keep $\Lambda$ diagonal and have one energy per orbital? The off-diagonal elements look like a needless burden.

**A.** Equation (8) shows the price. To make an off-diagonal element of $\Lambda_1$ vanish, one would need

$$a_{ji}=-\frac{(h_1)_{ji}-\varepsilon_i(s_1)_{ji}}{\varepsilon_j-\varepsilon_i}.$$

This denominator is a difference of two occupied energies. It can be small or zero although the gap to the empty states is large. The Hermitian part of this $a$ is still $-s_1/2$, as (3) requires. The small denominator affects only the anti-Hermitian part, a rotation inside the occupied space that leaves the density unchanged. Keeping the full matrix $\Lambda_1$ avoids the division.

**Q.** Then proceed to second order, and please show the terms before you project them.

**A.** The coefficient of $\lambda^2$ in $H\Psi=S\Psi\Lambda$ contains every product whose orders add to two:

$$\begin{aligned}
H_0\Psi_2+H_1\Psi_1+H_2\Psi_0={}&(S_0\Psi_2+S_1\Psi_1+S_2\Psi_0)\varepsilon\\
&+(S_0\Psi_1+S_1\Psi_0)\Lambda_1+S_0\Psi_0\Lambda_2 .
\end{aligned} \tag{10}$$

Apply $P^\dagger$. The last term vanishes because $P^\dagger S_0\Psi_0=0$. By (6), the terms with $\Psi_2$ become $H_0\Phi_2-S_0\Phi_2\varepsilon$, where $\Phi_2=P\Psi_2$. Moving the rest to the right and taking column $i$ gives

$$\begin{aligned}
(H_0-\varepsilon_iS_0)\phi_{2i}=-P^\dagger\Big[&(H_1-\varepsilon_iS_1)\psi_{1i}+(H_2-\varepsilon_iS_2)\psi_{0i}\\
&-\sum_j(S_0\psi_{1j}+S_1\psi_{0j})(\Lambda_1)_{ji}\Big]. 
\end{aligned} \tag{11}$$

This is the second-order Sternheimer equation. The sum runs over occupied orbitals, so no empty state has to be computed. In the term $S_0\psi_{1j}$ the unoccupied part alone survives, since $P^\dagger S_0\Psi_1=S_0P\Psi_1=S_0\Phi_1$. In $(H_1-\varepsilon_iS_1)\psi_{1i}$, however, the complete $\psi_{1i}$ is needed: $H_1$ and $S_1$ can carry its occupied part into the unoccupied space.

**Q.** The operator on the left annihilates $\psi_{0i}$. How can you invert it?

**A.** It needs to be inverted on the unoccupied space alone. Let $\chi$ belong to that space and expand it in empty eigenstates with coefficients $c_m$. These states are orthonormal under $S_0$, so

$$\langle\chi|H_0-\varepsilon_iS_0|\chi\rangle=\sum_{m\,\mathrm{empty}}(\varepsilon_m-\varepsilon_i)|c_m|^2 .$$

With a gap, every factor $\varepsilon_m-\varepsilon_i$ is positive, and the solution is unique.

In practice one can add a term that acts on the occupied space:

$$(H_0-\varepsilon_iS_0+\alpha S_0\Psi_0\Psi_0^\dagger S_0)\phi=P^\dagger r .$$

Take the product with $\psi_{0k}$. The right side gives zero, because $\Psi_0^\dagger P^\dagger=(P\Psi_0)^\dagger=0$. The left side gives $(\varepsilon_k-\varepsilon_i+\alpha)\langle\psi_{0k}|S_0|\phi\rangle$. If $\alpha$ exceeds the width of the occupied energies, the bracket is positive, so $\phi$ has no occupied component. The added term then gives zero when acting on $\phi$, and the solution does not depend on $\alpha$.

**Q.** There remains the occupied part of $\Psi_2$. I expect $S_1$ and $S_2$ to settle it, as $S_1$ did at first order.

**A.** Let us see whether they do. Define

$$s_2=\Psi_0^\dagger S_2\Psi_0,\qquad A=\Psi_0^\dagger S_0\Psi_2 .$$

The coefficient of $\lambda^2$ in $\Psi^\dagger S\Psi=1$ has six terms:

$$A+A^\dagger+s_2+\Psi_1^\dagger S_0\Psi_1+\Psi_1^\dagger S_1\Psi_0+\Psi_0^\dagger S_1\Psi_1=0. \tag{12}$$

Again the Hermitian part of $A$ is determined and the anti-Hermitian part is a gauge choice. Setting the latter to zero,

$$A=-\tfrac12\left[s_2+\Psi_1^\dagger S_0\Psi_1+\Psi_1^\dagger S_1\Psi_0+\Psi_0^\dagger S_1\Psi_1\right]. \tag{13}$$

The first-order orbitals appear explicitly. To separate what the overlap alone supplies, insert (4). The cross terms in the second contribution vanish because $\Psi_0^\dagger S_0\Phi_1=0$, leaving

$$\Psi_1^\dagger S_0\Psi_1=\tfrac14s_1^2+\Phi_1^\dagger S_0\Phi_1,$$

$$\Psi_1^\dagger S_1\Psi_0=-\tfrac12s_1^2+\Phi_1^\dagger S_1\Psi_0 .$$

The last term of (13) is the adjoint of the second line. The powers of $s_1$ add to $\tfrac14-\tfrac12-\tfrac12=-\tfrac34$, and thus

$$A=-\tfrac12\left[s_2-\tfrac34s_1^2+\Phi_1^\dagger S_0\Phi_1+\Phi_1^\dagger S_1\Psi_0+\Psi_0^\dagger S_1\Phi_1\right]. \tag{14}$$

So $S_1$ and $S_2$ do not suffice. The unoccupied first-order part is needed as well, and through (7) it depends on $H_1$.

**Q.** Is there a simple case that makes this unavoidable?

**A.** Take a norm-conserving pseudopotential, for which $S=1$ throughout. Then $s_1$, $s_2$ and $S_1$ vanish, and (14) becomes $A=-\tfrac12\Phi_1^\dagger\Phi_1$. When an orbital acquires an unoccupied component of order $\lambda$, its squared norm grows at order $\lambda^2$. The occupied component has to shrink to compensate. An expression built from $S_1$ and $S_2$ would give zero here.

The opposite case checks the factor $\tfrac34$. Suppose the occupied orbitals span the complete finite basis, so that $\Phi_1=0$. Then $\Psi=\Psi_0M$, where normalization requires $M^\dagger(1+\lambda s_1+\lambda^2s_2)M=1$. The Hermitian solution near the identity is the inverse square root,

$$M=1-\tfrac12(\lambda s_1+\lambda^2s_2)+\tfrac38\lambda^2s_1^2+\dots$$

Its second-order coefficient is $-\tfrac12(s_2-\tfrac34s_1^2)$, in agreement with (14).

**Q.** Can your gauge be recognized in an ordinary calculation at finite $\lambda$? Otherwise I could compare densities but never the orbitals themselves.

**A.** It can. In this gauge the matrix

$$M(\lambda)=\Psi_0^\dagger S_0\Psi(\lambda)=1+\lambda a+\lambda^2A+\dots$$

is Hermitian through second order. An independent calculation at finite $\lambda$ returns orbitals with arbitrary phases and rotations. Decompose their overlap matrix as $M=u\sigma v^\dagger$, with $u,v$ unitary and $\sigma$ diagonal and positive. Rotating the orbitals by $U=vu^\dagger$ gives $MU=u\sigma u^\dagger$, which is Hermitian and positive. The rotated orbitals at several values of $\lambda$ can then be differentiated numerically and compared with

$$\Psi_2=\Phi_2+\Psi_0A, \tag{15}$$

component by component.

**Q.** And if I insist on a different gauge?

**A.** Add an anti-Hermitian matrix to $a$, use (8) instead of (9), and rebuild $\Psi_1$ before evaluating (11) and (13). A second anti-Hermitian matrix may be added to $A$. What is not allowed is to combine $\Psi_1$ from one gauge with $\Lambda_1$ from another, because (11) was derived with both in the same basis.

## The second-order density and a worked case

The occupied orbitals $\Psi=\Psi_0+\lambda\Psi_1+\lambda^2\Psi_2$ satisfy $H\Psi=S\Psi\Lambda$ and $\Psi^\dagger S\Psi=1$, with common occupation $f$ and a gap. Their unoccupied parts $\Phi_1,\Phi_2$ solve the Sternheimer equations (7) and (11). Their occupied parts are $-\tfrac12\Psi_0s_1$ and $\Psi_0A$, where $s_n=\Psi_0^\dagger S_n\Psi_0$ and $A$ is given by (14). The overlap is $S=1+\sum_{ab}q_{ab}|\beta_a\rangle\langle\beta_b|$.

**Q.** With $\psi_{2i}$ in hand, is the second-order density not simply $f\sum_i(2\,\mathrm{Re}\,\psi_{0i}^*\psi_{2i}+|\psi_{1i}|^2)$?

**A.** That is its smooth part. The density also contains augmentation functions $Q_{ab}(\mathbf r)$, which I take real and symmetric in $a,b$:

$$n(\mathbf r)=f\sum_i|\psi_i(\mathbf r)|^2+\sum_{ab}Q_{ab}(\mathbf r)\rho_{ab},\qquad \rho_{ab}=f\sum_ip_{ai}^*p_{bi},\quad p_{ai}=\langle\beta_a|\psi_i\rangle. \tag{16}$$

Both factors of $p_{ai}$ depend on $\lambda$. I write $\beta_{n,a}$ for the order-$n$ coefficient of a projector and suppress the indices $a$ and $i$:

$$p_1=\langle\beta_0|\psi_1\rangle+\langle\beta_1|\psi_0\rangle,$$

$$p_2=\langle\beta_0|\psi_2\rangle+\langle\beta_1|\psi_1\rangle+\langle\beta_2|\psi_0\rangle. \tag{17}$$

Here $p_0=\langle\beta_0|\psi_0\rangle$. The occupancies follow from the product of two such series:

$$\rho_{1,ab}=f\sum_i(p_{0,ai}^*p_{1,bi}+p_{1,ai}^*p_{0,bi}),$$

$$\rho_{2,ab}=f\sum_i(p_{0,ai}^*p_{2,bi}+p_{1,ai}^*p_{1,bi}+p_{2,ai}^*p_{0,bi}). \tag{18}$$

The augmentation functions move too, so the density is

$$n_2=f\sum_i\left(2\,\mathrm{Re}\,\psi_{0i}^*\psi_{2i}+|\psi_{1i}|^2\right)+\sum_{ab}\left(Q_0\rho_2+Q_1\rho_1+Q_2\rho_0\right)_{ab}. \tag{19}$$

The subscripts on $Q$ and $\rho$ are orders, and the indices $ab$ belong to both factors.

**Q.** What are $\beta_1,\beta_2,Q_1,Q_2$ when an atom moves?

**A.** If the atom moves by $\lambda$ along $x$ and its functions are carried rigidly, then

$$\beta(x-\lambda)=\beta-\lambda\beta'+\tfrac12\lambda^2\beta''+\dots,$$

so $\beta_1=-\beta'$ and $\beta_2=\tfrac12\beta''$. The same holds for $Q$. The overlap coefficients become

$$S_1=\sum_{ab}q_{ab}\left(|\beta_1\rangle\langle\beta_0|+|\beta_0\rangle\langle\beta_1|\right)_{ab},$$

$$S_2=\sum_{ab}q_{ab}\left(|\beta_2\rangle\langle\beta_0|+|\beta_1\rangle\langle\beta_1|+|\beta_0\rangle\langle\beta_2|\right)_{ab}, \tag{20}$$

where the first vector carries index $a$ and the second carries $b$.

We now have equations for the second-order orbitals and an expression for the density $n_2$ that includes the moving projectors and augmentation functions. It remains to check the charge balance, to determine $H_2$ self-consistently with $n_2$, and to test the formulas on a numerical example.
